# Screening constant and K-alpha doublets from the Sommerfeld expansion

## Question

An electron of mass $m$ moves in the field of a fixed point charge $\zeta e$. Its potential energy is $V=-\hbar c\,\alpha\zeta/r$, where $\alpha$ is the fine-structure constant. The radial functions $P$ (large component) and $Q$ (small component) of the Dirac equation obey

$$\hbar c\left(P'+\frac{\kappa}{r}P\right)=(E+mc^2-V)\,Q,\qquad \hbar c\left(Q'-\frac{\kappa}{r}Q\right)=-(E-mc^2-V)\,P .$$

The energy $E$ includes the rest energy $mc^2=510\,998.95$ eV. The level $2p_{1/2}$ (L2) has $\kappa=1$ and $2p_{3/2}$ (L3) has $\kappa=-2$. Write $x=(\alpha\zeta)^2$, with $\alpha=0.00729735$.

For a real atom of nuclear charge number $Z$, the model sets $\zeta=Z-s$ with one constant $s$ for all elements. The splittings to be fitted are

| Atom | $Z$ | L2-L3 splitting (eV) |
|---|---|---|
| Zn | 30 | 23.812 |
| Kr | 36 | 53.716 |
| Pd | 46 | 159.138 |
| Xe | 54 | 324.174 |
| Ba | 56 | 381.217 |
| Yb | 70 | 1045.884 |
| Hg | 80 | 1945.913 |

These are computed values, not measurements. The last digits depend on the numerical basis: a denser basis with tighter self-consistency raises the mercury value by about 0.02 eV and the tungsten value in part (e) by about 0.005 eV, and moves the others by 0.001 eV or less. This is too little to affect the fitted $s$. They are differences of orbital energies in Dirac-Kohn-Sham calculations with local-density exchange, for free, spherically averaged atoms with point nuclei. Correlation, the Breit interaction, relativistic corrections to the exchange functional, radiative corrections, nuclear size, multiplet coupling and solid-state effects are left out.

**(a)** Find the bound-state energies, and from them the closed form of the L2-L3 splitting.

**(b)** Expand the splitting in $x$, keeping four terms. Check the leading term by nonrelativistic perturbation theory.

**(c)** Show how the K-alpha doublet separation is related to the L2-L3 splitting.

**(d)** Determine $s$ by least squares. Is the leading term of the expansion sufficient for this purpose?

**(e)** Predict the K-alpha separations of copper ($Z=29$) and tungsten ($Z=74$), which were not used in the fit. Assess the predictions against direct calculations by the same method, which give 20.442 eV and 1351.335 eV.

**(f)** Explain why $s$ is much smaller than the number of electrons, and what it measures.

## Model answers

### (a) Energies and closed form

Define
$$A=\frac{mc^2+E}{\hbar c},\quad B=\frac{mc^2-E}{\hbar c},\quad a=\alpha\zeta,\quad \lambda=\sqrt{AB}.$$
The radial equations become
$$P'+\frac{\kappa}{r}P=\left(A+\frac ar\right)Q,\qquad Q'-\frac{\kappa}{r}Q=\left(B-\frac ar\right)P .$$
At large $r$ they give $P''\approx AB\,P$, so a bound state decays as $e^{-\lambda r}$. We therefore try
$$P=e^{-\lambda r}r^{\gamma}\sum_{\nu\ge0}p_\nu r^\nu,\qquad Q=e^{-\lambda r}r^{\gamma}\sum_{\nu\ge0}q_\nu r^\nu .$$
Equating the coefficients of $r^{\gamma+\nu-1}$ gives
$$(\gamma+\nu+\kappa)p_\nu-a q_\nu=\lambda p_{\nu-1}+A q_{\nu-1},$$
$$(\gamma+\nu-\kappa)q_\nu+a p_\nu=B p_{\nu-1}+\lambda q_{\nu-1}.$$

For $\nu=0$ the right-hand sides vanish. A nonzero solution then requires $(\gamma+\kappa)(\gamma-\kappa)+a^2=0$, or $\gamma=\sqrt{\kappa^2-x}$. The negative root is rejected because, for the charges used here, it makes the norm diverge at the origin.

Multiply the first recursion by $\lambda$ and the second by $A$. Since $\lambda^2=AB$, the right-hand sides become equal, and hence
$$\lambda(\gamma+\nu+\kappa)p_\nu-\lambda a q_\nu=A(\gamma+\nu-\kappa)q_\nu+Aa\,p_\nu .\qquad(1)$$

At large $\nu$, equation (1) gives $q_\nu\approx(\lambda/A)p_\nu$. The first recursion then gives $p_\nu\approx(2\lambda/\nu)p_{\nu-1}$. An unending series would grow like $e^{2\lambda r}$ and overcome the factor $e^{-\lambda r}$, so the series must end at some $\nu=N$. The first recursion at $\nu=N+1$ then reads $0=\lambda p_N+Aq_N$, so $q_N=-(\lambda/A)p_N$. Insert this into (1) at $\nu=N$, divide by $p_N$, and use $\lambda^2/A=B$:
$$\lambda(\gamma+N+\kappa)+aB=-\lambda(\gamma+N-\kappa)+aA .$$
The terms in $\kappa$ cancel. Because $A-B=2E/(\hbar c)$,
$$\lambda(\gamma+N)=\frac{aE}{\hbar c}.$$
Squaring, with $\lambda^2=(m^2c^4-E^2)/(\hbar c)^2$, gives
$$E=mc^2\left[1+\frac{x}{(N+\gamma)^2}\right]^{-1/2},\qquad N=n-|\kappa| .$$

For $2p_{3/2}$, $N=0$ and $\gamma^2=4-x$. The bracket is $1+x/(4-x)=4/(4-x)$, so
$$E_{3/2}=mc^2\sqrt{1-x/4}.$$

For $\kappa=1$, $N=0$ is impossible: the first recursion at $\nu=0$ gives $q_0/p_0=(\gamma+1)/a>0$, whereas ending the series there requires $q_0/p_0=-\lambda/A<0$. The lowest level with $\kappa=1$, which is $2p_{1/2}$, therefore has $N=1$, with $\gamma=g\equiv\sqrt{1-x}$. Since $x=(1-g)(1+g)$, the bracket is $1+(1-g)/(1+g)=2/(1+g)$, so
$$E_{1/2}=mc^2\sqrt{(1+g)/2}.$$

The splitting is therefore
$$\Delta E=E_{3/2}-E_{1/2}=mc^2\left[\sqrt{1-\frac x4}-\sqrt{\frac{1+\sqrt{1-x}}2}\,\right].\qquad(2)$$

Direct diagonalization of the radial equations at $\zeta=70.5$ gives 1343.814 eV, and (2) gives 1343.821 eV. The formula needs $x<1$, and it describes a bare Coulomb field. Its use with $\zeta=Z-s$ is a model.

### (b) Expansion

We need the binomial series
$$\sqrt{1-y}=1-\frac y2-\frac{y^2}8-\frac{y^3}{16}-\frac{5y^4}{128}-\frac{7y^5}{256}-\cdots .$$
With $y=x/4$ the first root in (2) is
$$1-\frac x8-\frac{x^2}{128}-\frac{x^3}{1024}-\frac{5x^4}{32768}-\frac{7x^5}{262144}-\cdots .$$

Write the second root as $\sqrt{1-u}$, where $u=(1-\sqrt{1-x})/2$. The same series with $y=x$ gives
$$u=\frac x4+\frac{x^2}{16}+\frac{x^3}{32}+\frac{5x^4}{256}+\frac{7x^5}{512}+\cdots .$$
Its powers, through $x^5$, are
$$u^2=\frac{x^2}{16}+\frac{x^3}{32}+\frac{5x^4}{256}+\frac{7x^5}{512},\qquad u^3=\frac{x^3}{64}+\frac{3x^4}{256}+\frac{9x^5}{1024},$$
$$u^4=\frac{x^4}{256}+\frac{x^5}{256},\qquad u^5=\frac{x^5}{1024}.$$

Now collect equal powers in $\sqrt{1-u}=1-u/2-u^2/8-u^3/16-5u^4/128-7u^5/256-\cdots$. The amounts subtracted from 1 are

- order $x$: $\frac18$
- order $x^2$: $\frac1{32}+\frac1{128}=\frac5{128}$
- order $x^3$: $\frac1{64}+\frac1{256}+\frac1{1024}=\frac{21}{1024}$
- order $x^4$: $\frac{320+80+24+5}{32768}=\frac{429}{32768}$
- order $x^5$: $\frac{1792+448+144+40+7}{262144}=\frac{2431}{262144}$

In the difference of the two roots, the constants and the terms in $x$ cancel. The remaining coefficients are $\frac{5-1}{128}=\frac1{32}$, $\frac{21-1}{1024}=\frac5{256}$, $\frac{429-5}{32768}=\frac{53}{4096}$ and $\frac{2431-7}{262144}=\frac{303}{32768}$. Taking out $x^2/32$,
$$\Delta E=\frac{mc^2x^2}{32}F(x),\qquad F=1+\frac58x+\frac{53}{128}x^2+\frac{303}{1024}x^3+\cdots .\qquad(3)$$

**Check of the leading term.** In first-order perturbation theory the two $2p$ levels differ through the spin-orbit energy
$$H_{so}=\frac{1}{2m^2c^2}\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S,\qquad \frac1r\frac{dV}{dr}=\frac{\hbar c\,\alpha\zeta}{r^3}.$$
The relativistic kinetic correction is the same for both values of $j$. From $2\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$, the values of $\mathbf L\cdot\mathbf S$ are $\hbar^2/2$ for $j=3/2$ and $-\hbar^2$ for $j=1/2$, a difference of $3\hbar^2/2$.

The nonrelativistic $2p$ radial density is proportional to $r^4e^{-br}$, with $b=\zeta/a_0$ and $a_0=\hbar/(\alpha mc)$. Hence
$$\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-br}dr}{\int_0^\infty r^4e^{-br}dr}=\frac{1/b^2}{24/b^5}=\frac{b^3}{24}.$$
The splitting is
$$\frac{1}{2m^2c^2}\,\hbar c\,\alpha\zeta\,\frac{3\hbar^2}{2}\,\frac{1}{24}\left(\frac{\zeta\alpha mc}{\hbar}\right)^3=\frac{mc^2(\alpha\zeta)^4}{32},$$
in agreement with (3).

### (c) The doublet and the L levels

Both lines start from an atom with a hole in the K shell. K-alpha1 leaves a hole in L3, and K-alpha2 leaves one in L2. The photon energies are
$$h\nu_1=E_K-E_{L3},\qquad h\nu_2=E_K-E_{L2},$$
where each $E$ is the total energy of the atom with the indicated hole. The common initial energy cancels:
$$h\nu_1-h\nu_2=E_{L2}-E_{L3}.$$

If the energy needed to make a hole is approximated by minus the orbital energy $\varepsilon$, this becomes $\varepsilon(2p_{3/2})-\varepsilon(2p_{1/2})$, the splitting in the table. It is positive because $2p_{1/2}$ is more tightly bound.

The cancellation of $E_K$ holds for the total energies. The orbital step is an approximation, since the other electrons relax around a hole and a local exchange functional does not fully remove an electron's interaction with itself. Part (e) estimates how much the separation changes when orbital energies are replaced by total-energy differences within the same functional. The error of the functional itself remains.

### (d) The screening constant

For each atom, solve (3) for $\zeta_i$ and set $s_i=Z_i-\zeta_i$. Take ytterbium as an example. The equation to solve is
$$x^2F(x)=\frac{32\times1045.884}{510\,998.95}=0.065496 .$$

With $F=1$, $x=0.2559$ and $\zeta=\sqrt x/\alpha=69.33$, so $s=0.67$ to this precision. To include the higher terms, iterate $x\to\sqrt{0.065496/F(x)}$. Starting from $0.2559$, this gives $0.2344$, $0.2363$ and then $0.2361$. The converged root corresponds to $\zeta=66.59$ and $s=3.41$. The results for all seven atoms are

| Atom | $s_i$, leading term | $s_i$, four terms |
|---|---|---|
| Zn | 3.071 | 3.234 |
| Kr | 2.998 | 3.296 |
| Pd | 2.703 | 3.375 |
| Xe | 2.274 | 3.418 |
| Ba | 2.135 | 3.426 |
| Yb | 0.675 | 3.409 |
| Hg | −0.965 | 3.353 |

Least squares in $\zeta$ minimizes $\sum_i(Z_i-s-\zeta_i)^2=\sum_i(s_i-s)^2$. Setting the derivative with respect to $s$ to zero gives $-2\sum_i(s_i-s)=0$, so $s$ is the mean of the $s_i$:
$$s=\frac{23.511}{7}=3.36 .$$

The leading term alone is not sufficient. It forces $\zeta$ to make up for the missing factor $F>1$, and for mercury it would require $\zeta>Z$, that is, a negative screening constant. With four terms, the $s_i$ stay between 3.23 and 3.43 while the splitting grows about eightyfold. Using the closed form (2) instead changes the mean only to 3.37, so the truncation matters little here.

A straight line $\zeta=\tilde aZ-b$ with free slope gives $\tilde a=0.9975$ and $b=3.225$. The slope is close to the value 1 assumed by the model. The $s_i$ are nevertheless not strictly constant: they rise up to barium and then fall slightly. Part of this fall comes from truncating the series, which lowers $s_i$ most for the heaviest atoms.

The fitted value is near, but not equal to, the rough value 3.5 obtained from measured spectra. The difference cannot be assigned to one particular omitted effect from these data.

### (e) Copper and tungsten

**Copper.** Here $\zeta=29-3.359=25.641$ and $x=0.03501$. The leading term of (3) is 19.575 eV, and
$$F=1+0.02188+0.00051+0.00001=1.0224 .$$
The predicted separation is
$$\Delta E_{\rm Cu}=19.575\times1.0224\ \text{eV}=20.0\ \text{eV}=3.21\times10^{-18}\ \text{J}.$$

**Tungsten.** Here $\zeta=70.641$ and $x=0.26574$. The leading term is 1127.64 eV, and
$$F=1+0.1661+0.0292+0.0056=1.2009 .$$
The predicted separation is
$$\Delta E_{\rm W}=1127.64\times1.2009\ \text{eV}=1354\ \text{eV}=2.17\times10^{-16}\ \text{J}.$$
The closed form at the same $s$ gives 1356 eV, so the omitted terms contribute about 0.1%.

**Comparison with the direct orbital values.** Relative to these, the prediction is 2.1% low for copper and 0.2% high for tungsten. To see how an error in $s$ enters, differentiate the leading term, $\Delta E\propto\zeta^4$:
$$\frac{\delta(\Delta E)}{\Delta E}\approx\frac{4\,\delta\zeta}{\zeta}=-\frac{4\,\delta s}{\zeta}.$$
An error of 0.1 in $s$ changes the copper result by about 1.6% and the tungsten result by about 0.6%. Copper also lies just outside the fitted range, next to zinc, whose own $s_i=3.234$ is below the mean. Using that value for copper raises the prediction by about 2%, to 20.4 eV, which accounts for nearly all of the discrepancy.

The round value $s=3.5$ corresponds to $\zeta=25.5$ and $70.5$. Equation (2) then gives 19.57 eV and 1344 eV, which are 2.2% and 0.9% below its values at the fitted $s$. With no screening at all, the four-term formula gives 33.0 eV and 1663 eV, which exceed the direct values by 61% and 23%.

**Relaxation and self-interaction.** Let $n_i$ be the occupation of orbital $i$. In the Kohn-Sham calculation $\partial E/\partial n_i=\varepsilon_i$: the total energy is stationary against changes of the normalized orbitals, so only the explicit dependence on $n_i$ contributes. The energy needed to remove one electron is therefore minus the integral of $\varepsilon_i$ over the removed occupation. The midpoint rule replaces this integral by the value of $-\varepsilon_i$ with half an electron removed.

Applied separately to L2 and L3, this half-hole method gives separations of 21.1 eV for copper and 1370 eV for tungsten. These are 3.4% and 1.4% above the direct orbital values. Fitting half-hole separations for these two atoms would thus require a smaller $s$, further from 3.5. The close agreement for tungsten tests the transfer of $s$ between atoms within one approximation. It does not establish an accuracy of 0.2% against experiment. The measured tungsten separation is about 1337 eV, so the prediction is about 1.3% high and the half-hole value about 2.5% high.

### (f) What the screening constant measures

Consider a thin spherical shell of electronic charge outside the region occupied by the $2p$ electrons. By Gauss's law it produces no electric field inside itself, so its potential there is constant. It raises both L levels by the same amount but leaves $dV/dr$, and hence the spin-orbit energy, unchanged.

Removing the two $4s$ electrons of zinc tests this argument. The L3 orbital energy falls by 20.4 eV, while the L2-L3 splitting changes by only 0.006 eV. Removing all twenty electrons with $n\ge3$ lowers L3 by about 790 eV, raises the splitting by 1.0 eV and lowers $s$ only from 3.23 to 2.96. Outer electrons therefore affect the level positions far more than the splitting and contribute only about 0.3 to $s$ in zinc. The remaining value near 3 comes from the ten electrons with $n\le2$, which screen only partly.

It does not follow that $s$ counts the electrons inside the $2p$ orbital. At leading order in a local mean field, and with exchange neglected for this estimate, the spin-orbit energy contains $\langle[Z-N(r)]/r^3\rangle$, where $N(r)$ is the number of electrons within radius $r$. Define two screening numbers by
$$\left\langle\frac{Z-N(r)}{r^3}\right\rangle=(Z-s_f)\langle r^{-3}\rangle,\qquad \langle r^{-3}\rangle=\frac{(Z-s_o)^3}{24a_0^3}.$$
The first describes the local field, the second the size of the orbital. Matching the product to the hydrogenic form gives
$$(Z-s)^4=(Z-s_f)(Z-s_o)^3 .$$
For screening numbers much smaller than $Z$, expand both sides to first order. The left side is $Z^4-4sZ^3$ and the right side is $Z^4-(s_f+3s_o)Z^3$, so
$$s\approx\frac{s_f+3s_o}{4}.$$

For zinc near the nonrelativistic limit ($c$ enlarged tenfold), $s_o=3.74$ and $s_f=2.08$ give 3.324, against 3.255 from the splitting itself. The neglected exchange field lowers $s_f$ by 0.34 and brings the estimate to 3.240.

The constant is thus a weighted combination of two different effects, with the orbital size carrying three quarters of the weight. Nothing requires it to be an integer or the same for every element. The value fitted here for $Z=30$ to $80$ should not be carried over to light atoms in which $2p$ is itself a valence shell. The model also leaves out the coupling of the $2p$ hole to an open shell, which can split the lines further.

The numerical output below lists the values used here.

## Calculated quantities

```
rest energy m c^2 = 510998.95 eV, alpha = 0.00729735
one electron, zeta=25.5: diagonalized 19.571, formula 19.571 eV
one electron, zeta=70.5: diagonalized 1343.814, formula 1343.821 eV
Ar 2p, c enlarged 10x: -8.3782 hartree; pyscf nonrel.: -8.3782 hartree
atom  Z  L2-L3 splitting/eV  s(leading term)  s(four terms)
Zn   30      23.812     3.071     3.234
Kr   36      53.716     2.998     3.296
Pd   46     159.138     2.703     3.375
Xe   54     324.174     2.274     3.418
Ba   56     381.217     2.135     3.426
Yb   70    1045.884     0.675     3.409
Hg   80    1945.913    -0.965     3.353
fitted screening constant s = 3.359
smallest and largest s_i = 3.234, 3.426
s with the closed form = 3.366
free line zeta = a Z - b: a = 0.9975, b = 3.225
Zn without 4s2: L3 orbital lowered by 20.38 eV
Zn without 4s2: splitting changed by 0.0056 eV
Cu: zeta = 25.641, x = 0.03501
Cu: leading term alone = 19.575 eV
Cu: predicted K-alpha separation = 20.014 eV
Cu: the same in joules = 3.2065e-18 J
Cu: closed form at the same s = 20.014 eV
Cu: four terms without screening = 32.951 eV
Cu: direct orbital separation = 20.442 eV
Cu: prediction minus direct = -2.10 percent
Cu: half-hole separation = 21.143 eV
W: zeta = 70.641, x = 0.26574
W: leading term alone = 1127.640 eV
W: predicted K-alpha separation = 1354.156 eV
W: the same in joules = 2.1696e-16 J
W: closed form at the same s = 1355.755 eV
W: four terms without screening = 1663.118 eV
W: direct orbital separation = 1351.335 eV
W: prediction minus direct = 0.21 percent
W: half-hole separation = 1369.710 eV
```
